# Gaussian r12 integrals from Boys functions and the Klopper–Röhse commutator relation: verification in Python

```python
"""
Linear r12 integrals over Gaussians and commutator integrals with T.

Results under test (Rydberg atomic units, T = -Laplacian_1 - Laplacian_2):
  * (ab|r12|cd) follows from the Coulomb formula when its prefactor is
    divided by rho and the Boys functions F_n(X) are replaced by
    G_0 = (1+X) F_0 - X F_1,   G_n = (F_n - F_(n-1))/2 for n >= 1.
  * (ab|[T,r12]|cd) = -(Lap_a - Lap_b + Lap_c - Lap_d)(ab|r12|cd),
    where Lap_a means that the Laplacian acts on orbital a only.
Orbitals a, b belong to electron 1 and c, d to electron 2.
p, q: summed exponents; P, Q: product centres; rho = p q/(p+q);
X = rho |P-Q|^2.  Lengths are in bohr and energies in rydberg.
"""
from collections import namedtuple
from functools import lru_cache
from itertools import product
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.special import hyp1f1
from scipy.integrate import quad
from scipy.constants import physical_constants

Orbital = namedtuple("Orbital", "exponent powers centre")


def boys(n, x):
    return hyp1f1(n + 0.5, n + 1.5, -x) / (2 * n + 1)


def linear_boys(n, x):
    if n == 0:
        return (1 + x) * boys(0, x) - x * boys(1, x)
    return 0.5 * (boys(n, x) - boys(n - 1, x))


@lru_cache(maxsize=None)
def hermite_coefficient(i, j, t, a, b, separation):
    """Coefficient of the Hermite Gaussian t in a one-dimensional product."""
    if i < 0 or j < 0 or t < 0 or t > i + j:
        return 0.0
    p = a + b
    if i == 0 and j == 0:
        return float(np.exp(-a * b / p * separation**2))
    if i > 0:
        i, shift = i - 1, -b * separation / p
    else:
        j, shift = j - 1, a * separation / p
    args = (a, b, separation)
    return (hermite_coefficient(i, j, t - 1, *args) / (2 * p)
            + shift * hermite_coefficient(i, j, t, *args)
            + (t + 1) * hermite_coefficient(i, j, t + 1, *args))


def pair_data(f, g):
    total = f.exponent + g.exponent
    centre = (f.exponent * np.array(f.centre)
              + g.exponent * np.array(g.centre)) / total
    return total, centre


def pair_expansion(f, g):
    ranges = [range(f.powers[k] + g.powers[k] + 1) for k in range(3)]
    terms = []
    for index in product(*ranges):
        value = 1.0
        for k in range(3):
            value *= hermite_coefficient(
                f.powers[k], g.powers[k], index[k], f.exponent, g.exponent,
                f.centre[k] - g.centre[k])
        terms.append((index, value))
    return terms


def analytic_integral(kernel, orbitals):
    """Integral of unnormalized orbitals; kernel is 'r12' or '1/r12'."""
    a, b, c, d = orbitals
    p, centre_p = pair_data(a, b)
    q, centre_q = pair_data(c, d)
    rho = p * q / (p + q)
    distance = centre_p - centre_q
    x = rho * distance @ distance
    prefactor = 2 * np.pi**2.5 / (p * q * np.sqrt(p + q))
    function = boys
    if kernel == "r12":
        prefactor /= rho
        function = linear_boys
    order = sum(sum(f.powers) for f in orbitals)
    seeds = [(-2 * rho)**n * function(n, x) for n in range(order + 1)]

    @lru_cache(maxsize=None)
    def derivative(n, index):
        if sum(index) == 0:
            return seeds[n]
        axis = next(k for k in range(3) if index[k] > 0)
        lower = list(index)
        lower[axis] -= 1
        value = distance[axis] * derivative(n + 1, tuple(lower))
        factor = lower[axis]
        if factor > 0:
            lower[axis] -= 1
            value += factor * derivative(n + 1, tuple(lower))
        return value

    result = 0.0
    ket_terms = pair_expansion(c, d)
    for t, value_t in pair_expansion(a, b):
        for s, value_s in ket_terms:
            index = tuple(t[k] + s[k] for k in range(3))
            result += value_t * value_s * (-1)**sum(s) * derivative(0, index)
    return prefactor * result


def laplacian_integral(position, orbitals):
    """r12 integral with the Laplacian applied to one orbital."""
    f = orbitals[position]
    result = 0.0
    for axis in range(3):
        power = f.powers[axis]
        terms = ((2, 4 * f.exponent**2),
                 (0, -2 * f.exponent * (2 * power + 1)),
                 (-2, power * (power - 1)))
        for shift, coefficient in terms:
            if coefficient == 0:
                continue
            powers = list(f.powers)
            powers[axis] += shift
            changed = list(orbitals)
            changed[position] = f._replace(powers=tuple(powers))
            result += coefficient * analytic_integral("r12", changed)
    return result


def centre_laplacian(position, orbitals, step=0.01):
    """Fourth-order finite-difference Laplacian in one orbital centre."""
    result = 0.0
    stencil = ((-2, -1), (-1, 16), (0, -30), (1, 16), (2, -1))
    for axis in range(3):
        for offset, weight in stencil:
            f = orbitals[position]
            centre = list(f.centre)
            centre[axis] += offset * step
            changed = list(orbitals)
            changed[position] = f._replace(centre=tuple(centre))
            result += weight * analytic_integral("r12", changed)
    return result / (12 * step**2)


def norm_product(orbitals):
    result = 1.0
    for f in orbitals:
        overlap = (np.pi / (2 * f.exponent))**1.5
        for power in f.powers:
            overlap *= hermite_coefficient(
                power, power, 0, f.exponent, f.exponent, 0.0)
        result /= np.sqrt(overlap)
    return result


def orbital_value(f, points):
    x = points - np.array(f.centre)
    gaussian = np.exp(-f.exponent * np.sum(x * x, axis=-1))
    return np.prod(x**np.array(f.powers), axis=-1) * gaussian


def orbital_gradient(f, points):
    x = points - np.array(f.centre)
    value = orbital_value(f, points)
    gradient = -2 * f.exponent * x * value[..., None]
    for axis in range(3):
        if f.powers[axis] > 0:
            powers = list(f.powers)
            powers[axis] -= 1
            lowered = f._replace(powers=tuple(powers))
            gradient[..., axis] += f.powers[axis] * orbital_value(
                lowered, points)
    return gradient


def direct_integrals(orbitals):
    """Six-dimensional quadrature: r12, 1/r12 and the gradient parts of
    [T1,r12] and [T2,r12].  Spherical grid in u = r1-r2, Gauss-Hermite
    grid in r1; the latter is exact for the polynomial degrees used."""
    a, b, c, d = orbitals
    p, centre_p = pair_data(a, b)
    q, centre_q = pair_data(c, d)
    rho = p * q / (p + q)
    nodes, weights = np.polynomial.hermite.hermgauss(4)
    cube = np.array(list(product(nodes, repeat=3)))
    cube_weights = np.array([np.prod(w) for w in product(weights, repeat=3)])
    cube_weights = (cube_weights * np.exp(np.sum(cube**2, axis=1))
                    / (p + q)**1.5)
    cosines, cosine_weights = np.polynomial.legendre.leggauss(22)
    phi = 2 * np.pi * np.arange(24) / 24
    sines = np.sqrt(1 - cosines**2)
    directions = np.stack([np.outer(sines, np.cos(phi)),
                           np.outer(sines, np.sin(phi)),
                           np.outer(cosines, np.ones(24))],
                          axis=-1).reshape(-1, 3)
    angular_weights = np.repeat(cosine_weights, 24) * 2 * np.pi / 24
    limit = np.linalg.norm(centre_p - centre_q) + 7 / np.sqrt(rho)
    radial, radial_weights = np.polynomial.legendre.leggauss(56)
    radial = 0.5 * limit * (radial + 1)
    radial_weights = 0.5 * limit * radial_weights
    total = np.zeros(4)
    for u, weight in zip(radial, radial_weights):
        shift = u * directions
        middle = (p * centre_p + q * (centre_q + shift)) / (p + q)
        r1 = middle[:, None, :] + cube / np.sqrt(p + q)
        r2 = r1 - shift[:, None, :]
        bra = orbital_value(a, r1) * orbital_value(c, r2) * cube_weights
        bra *= weight * u**2 * angular_weights[:, None]
        value_b, value_d = orbital_value(b, r1), orbital_value(d, r2)
        slope_b = np.sum(directions[:, None, :] * orbital_gradient(b, r1),
                         axis=-1)
        slope_d = np.sum(directions[:, None, :] * orbital_gradient(d, r2),
                         axis=-1)
        density = np.sum(bra * value_b * value_d)
        total += [u * density, density / u,
                  -2 * np.sum(bra * slope_b * value_d),
                  2 * np.sum(bra * value_b * slope_d)]
    return total * norm_product(orbitals)


def mean_distance(rho, separation):
    """Mean |u| for a normalized Gaussian of exponent rho, by quadrature."""
    def integrand(u):
        return (np.sqrt(rho / np.pi) * u**2 / separation
                * (np.exp(-rho * (u - separation)**2)
                   - np.exp(-rho * (u + separation)**2)))
    width = 9 / np.sqrt(rho)
    low = max(0.0, separation - width)
    options = dict(epsabs=1e-12, epsrel=1e-12, limit=200)
    return (quad(integrand, low, separation, **options)[0]
            + quad(integrand, separation, separation + width, **options)[0])


# The commutator as an explicit operator, checked on a correlated function.
x1, y1, z1, x2, y2, z2 = variables = sp.symbols("x1 y1 z1 x2 y2 z2")
r12 = sp.sqrt((x1 - x2)**2 + (y1 - y2)**2 + (z1 - z2)**2)
trial = (1 + x1 * z2) * sp.exp(-x1**2 - 2 * y1**2 - z1**2 - x2**2
                               - y2**2 - z2**2 + x1 * y2)
commutator = sum(r12 * sp.diff(trial, v, 2) - sp.diff(r12 * trial, v, 2)
                 for v in variables)
explicit = -4 * trial / r12 - 2 * sum(
    (v - w) / r12 * (sp.diff(trial, v) - sp.diff(trial, w))
    for v, w in ((x1, x2), (y1, y2), (z1, z2)))
commutator_value = sp.lambdify(variables, commutator, "math")
explicit_value = sp.lambdify(variables, explicit, "math")
sizes = []
for point in ((0.31, -0.22, 0.47, -0.58, 0.13, 0.09),
              (0.2, 0.1, 0.3, 0.1, 0.3, 0.2)):
    left, right = commutator_value(*point), explicit_value(*point)
    assert abs(left - right) < 1e-11
    sizes.append(abs(left))
# The comparison must not be one of zeros only.
assert max(sizes) > 0.1

# Mean distance from its definition, and its large-distance form.
for rho_test, r_test in ((0.7, 0.3), (1.3, 1.1), (0.4, 4.0)):
    closed = (2 / np.sqrt(np.pi * rho_test)
              * linear_boys(0, rho_test * r_test**2))
    assert abs(mean_distance(rho_test, r_test) - closed) < 1e-9
assert abs(mean_distance(1.0, 6.0) - (6.0 + 1 / 12.0)) < 1e-9

# G_n as repeated derivatives of G_0.
mp.mp.dps = 30


def precise_g0(x):
    f0 = mp.hyp1f1(0.5, 1.5, -x)
    f1 = mp.hyp1f1(1.5, 2.5, -x) / 3
    return (1 + x) * f0 - x * f1


for n_test in range(1, 7):
    slope = (-1)**n_test * mp.diff(precise_g0, mp.mpf("0.8"), n_test)
    assert abs(float(slope) - linear_boys(n_test, 0.8)) < 1e-11

# Orbital quartets: round exponents and centres.
exponents = (1.0, 0.5, 0.8, 0.4)
centres = ((0.0, 0.0, 0.0), (1.0, 0.0, 0.0), (0.0, 1.0, 0.0), (0.0, 0.0, 1.0))
S = (0, 0, 0)
PX, PY, PZ, DXX = (1, 0, 0), (0, 1, 0), (0, 0, 1), (2, 0, 0)


def quartet(powers, places):
    return [Orbital(e, l, r) for e, l, r in zip(exponents, powers, places)]


cases = {"s": quartet((S, S, S, S), centres),
         "p": quartet((PX, S, PY, S), centres),
         "d": quartet((DXX, PY, PZ, PX), centres),
         "one": quartet((S, S, S, S), (centres[0],) * 4)}
results = {}
for name, orbitals in cases.items():
    norm = norm_product(orbitals)
    linear = norm * analytic_integral("r12", orbitals)
    inverse = norm * analytic_integral("1/r12", orbitals)
    laps = [norm * laplacian_integral(k, orbitals) for k in range(4)]
    comm1, comm2 = laps[1] - laps[0], laps[3] - laps[2]
    direct = direct_integrals(orbitals)
    assert abs(linear - direct[0]) < 1e-8
    assert abs(inverse - direct[1]) < 1e-8
    assert abs(comm1 - (-2 * direct[1] + direct[2])) < 1e-8
    assert abs(comm2 - (-2 * direct[1] + direct[3])) < 1e-8
    # Coulomb singularity removed: only the gradient part is left.
    regular = 2 * inverse + 0.5 * (comm1 + comm2)
    assert abs(regular - 0.5 * (direct[2] + direct[3])) < 1e-8
    for k in range(4):
        assert abs(norm * centre_laplacian(k, orbitals) - laps[k]) < 1e-5
    results[name] = (linear, inverse, laps, comm1, comm2, regular, direct)

# Exchange of a and b reverses the sign of the explicit operator integral.
a, b, c, d = cases["p"]
swapped = direct_integrals([b, a, c, d])
assert abs(results["p"][3]) > 1e-4
assert abs(-2 * swapped[1] + swapped[2] + results["p"][3]) < 1e-8

# Closed form of the electron-1 commutator for s functions.
for name in ("s", "one"):
    a, b, c, d = cases[name]
    p, centre_p = pair_data(a, b)
    q, centre_q = pair_data(c, d)
    rho = p * q / (p + q)
    separation = centre_p - centre_q
    x = rho * separation @ separation
    ab = np.array(a.centre) - np.array(b.centre)
    cd = np.array(c.centre) - np.array(d.centre)
    mu = a.exponent * b.exponent / p
    nu = c.exponent * d.exponent / q
    overlaps = (norm_product(cases[name]) * (np.pi**2 / (p * q))**1.5
                * np.exp(-mu * ab @ ab - nu * cd @ cd))
    part_coulomb = (-4 * np.sqrt(rho / np.pi) * overlaps
                    * (a.exponent - b.exponent) / p * boys(0, x))
    part_gradient = (8 * np.sqrt(rho / np.pi) * overlaps * mu
                     * (ab @ separation) * (boys(0, x) - boys(1, x)))
    direct = results[name][6]
    assert abs(part_coulomb + part_gradient
               - (-2 * direct[1] + direct[2])) < 1e-8
    if name == "s":
        s_data = (p, q, centre_p, centre_q, rho, separation, x, mu,
                  overlaps, part_coulomb, part_gradient, ab @ separation)

rydberg_ev = physical_constants["Rydberg constant times hc in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
(p, q, centre_p, centre_q, rho, separation, x, mu,
 overlaps, part_coulomb, part_gradient, dot) = s_data
print("Exponents a b c d (bohr^-2):", *exponents)
for label, centre in zip("ABCD", centres):
    print(f"Centre {label} (bohr):", *centre)
print(f"p, q, rho (bohr^-2): {p:.6f} {q:.6f} {rho:.6f}")
print("P (bohr):", *[f"{v:.6f}" for v in centre_p])
print("Q (bohr):", *[f"{v:.6f}" for v in centre_q])
print(f"|P-Q| (bohr): {np.linalg.norm(separation):.6f}")
print(f"X (dimensionless): {x:.6f}")
print("F0 F1 F2 (dimensionless):", *[f"{boys(n, x):.8f}" for n in range(3)])
print("G0 G1 G2 (dimensionless):",
      *[f"{linear_boys(n, x):.8f}" for n in range(3)])
print(f"s case: S_ab S_cd (dimensionless): {overlaps:.8f}")
print(f"s case: mean distance (bohr): "
      f"{2 / np.sqrt(np.pi * rho) * linear_boys(0, x):.8f}")
print(f"mu (bohr^-2): {mu:.6f}")
print(f"(A-B).(P-Q) (bohr^2): {dot:.6f}")
print(f"s case: [T1,r12], F0 part (Ry bohr): {part_coulomb:.8f}")
print(f"s case: [T1,r12], F0-F1 part (Ry bohr): {part_gradient:.8f}")
titles = {"s": "s case", "p": "p case", "one": "one-centre case"}
for name, title in titles.items():
    linear, inverse, laps, comm1, comm2, regular, direct = results[name]
    print(f"{title}: (ab|r12|cd) (bohr): {linear:.8f}")
    print(f"{title}: (ab|2/r12|cd) (Ry): {2 * inverse:.8f}")
    print(f"{title}: Laplacian on a, b (bohr^-1): "
          f"{laps[0]:.8f} {laps[1]:.8f}")
    print(f"{title}: Laplacian on c, d (bohr^-1): "
          f"{laps[2]:.8f} {laps[3]:.8f}")
    print(f"{title}: [T1,r12] (Ry bohr): {comm1:.8f}")
    print(f"{title}: [T2,r12] (Ry bohr): {comm2:.8f}")
    print(f"{title}: [T,r12] (Ry bohr): {comm1 + comm2:.8f}")
    print(f"{title}: 2/r12 + [T,r12]/(2 bohr) (Ry): {regular:.8f}")
linear, _, _, comm1, comm2, _, direct = results["s"]
print(f"s case: quadrature of r12 (bohr): {direct[0]:.8f}")
print(f"s case: quadrature of [T,r12] (Ry bohr): "
      f"{-4 * direct[1] + direct[2] + direct[3]:.8f}")
print(f"s case: (ab|r12|cd) (angstrom): {linear * bohr_angstrom:.6f}")
print(f"s case: [T,r12] (eV angstrom): "
      f"{(comm1 + comm2) * rydberg_ev * bohr_angstrom:.6f}")
largest = max(abs(results[k][0] - results[k][6][0]) for k in results)
print(f"Largest r12 deviation from quadrature below 1e-8 bohr: "
      f"{largest < 1e-8}")
print("all assertions hold")
```

Running it gives:

```
Exponents a b c d (bohr^-2): 1.0 0.5 0.8 0.4
Centre A (bohr): 0.0 0.0 0.0
Centre B (bohr): 1.0 0.0 0.0
Centre C (bohr): 0.0 1.0 0.0
Centre D (bohr): 0.0 0.0 1.0
p, q, rho (bohr^-2): 1.500000 1.200000 0.666667
P (bohr): 0.333333 0.000000 0.000000
Q (bohr): 0.000000 0.666667 0.333333
|P-Q| (bohr): 0.816497
X (dimensionless): 0.444444
F0 F1 F2 (dimensionless): 0.86968295 0.25706538 0.14626772
G0 G1 G2 (dimensionless): 1.14195742 -0.30630878 -0.05539883
s case: S_ab S_cd (dimensionless): 0.35227568
s case: mean distance (bohr): 1.57815843
mu (bohr^-2): 0.333333
(A-B).(P-Q) (bohr^2): -0.333333
s case: [T1,r12], F0 part (Ry bohr): -0.18817494
s case: [T1,r12], F0-F1 part (Ry bohr): -0.08836881
s case: (ab|r12|cd) (bohr): 0.55594684
s case: (ab|2/r12|cd) (Ry): 0.56452483
s case: Laplacian on a, b (bohr^-1): -0.55499373 -0.83153749
s case: Laplacian on c, d (bohr^-1): -0.36947308 -0.48695297
s case: [T1,r12] (Ry bohr): -0.27654376
s case: [T2,r12] (Ry bohr): -0.11747989
s case: [T,r12] (Ry bohr): -0.39402365
s case: 2/r12 + [T,r12]/(2 bohr) (Ry): 0.36751300
p case: (ab|r12|cd) (bohr): -0.18677649
p case: (ab|2/r12|cd) (Ry): -0.24999519
p case: Laplacian on a, b (bohr^-1): 0.31869536 0.50340347
p case: Laplacian on c, d (bohr^-1): 0.23641377 0.48309956
p case: [T1,r12] (Ry bohr): 0.18470811
p case: [T2,r12] (Ry bohr): 0.24668579
p case: [T,r12] (Ry bohr): 0.43139391
p case: 2/r12 + [T,r12]/(2 bohr) (Ry): -0.03429823
one-centre case: (ab|r12|cd) (bohr): 1.15816892
one-centre case: (ab|2/r12|cd) (Ry): 1.54422522
one-centre case: Laplacian on a, b (bohr^-1): -1.63001551 -2.14475725
one-centre case: Laplacian on c, d (bohr^-1): -1.16674795 -1.68148969
one-centre case: [T1,r12] (Ry bohr): -0.51474174
one-centre case: [T2,r12] (Ry bohr): -0.51474174
one-centre case: [T,r12] (Ry bohr): -1.02948348
one-centre case: 2/r12 + [T,r12]/(2 bohr) (Ry): 1.02948348
s case: quadrature of r12 (bohr): 0.55594684
s case: quadrature of [T,r12] (Ry bohr): -0.39402365
s case: (ab|r12|cd) (angstrom): 0.294194
s case: [T,r12] (eV angstrom): -2.836900
Largest r12 deviation from quadrature below 1e-8 bohr: True
all assertions hold
```
